# How much do dislocations add to the resistivity of copper?

**Question.** A copper interconnect line contains dislocations at a density of $10^{14}$ per square metre. Each unit of dislocation density is said to raise the resistivity by $2\times10^{-25}\ \Omega\,\mathrm{m^3}$. How large is the added resistivity in the engineer's unit, µΩ cm? Does it matter beside the other causes of resistance in the line, and how does it change with density, temperature and line size?

**Answer.**

## The size of the effect

The dislocation density $\Lambda$ is the total length of dislocation line per volume of metal. Its unit is metre per cubic metre, which is $\mathrm{m^{-2}}$. For straight parallel lines it equals the number of lines crossing a unit area perpendicular to them, hence the phrase "per square metre".

If each piece of line adds its own share of scattering, the added resistivity is proportional to $\Lambda$:

$$\Delta\rho = C\Lambda ,\qquad C = 2\times10^{-25}\ \Omega\,\mathrm{m^3}.$$

The coefficient $C$ is taken as given. The units combine as $\Omega\,\mathrm{m^3}\times\mathrm{m^{-2}}=\Omega\,\mathrm{m}$, so

$$\Delta\rho=(2\times10^{-25})(10^{14})\ \Omega\,\mathrm{m}=2\times10^{-11}\ \Omega\,\mathrm{m}.$$

One metre is $10^2$ cm and one ohm is $10^6$ µΩ, so $1\ \Omega\,\mathrm{m}=10^8$ µΩ cm. Therefore

$$\Delta\rho = 2\times10^{-11}\times10^{8}\ \text{µΩ cm}=0.002\ \text{µΩ cm}.$$

Working in centimetres throughout guards against a slip in the powers of ten. There $C=2\times10^{-19}\ \Omega\,\mathrm{cm^3}$ and $\Lambda=10^{10}\ \mathrm{cm^{-2}}$. The product is $2\times10^{-9}\ \Omega\,\mathrm{cm}$, again 0.002 µΩ cm.

Copper near 20 °C has a resistivity $\rho_0$ of roughly 1.7 µΩ cm, mostly due to lattice vibrations (phonons). The dislocations' share of the total is

$$\frac{\Delta\rho}{\rho_0+\Delta\rho}=\frac{0.002}{1.702}\approx0.12\,\%.$$

A density that sounds enormous thus changes the resistivity by about one part in 850. To see why, one needs to know how often an electron meets a dislocation.

## Why the law is linear

Consider an electron with momentum $\mathbf p$ moving at an angle $\theta$ to a set of parallel dislocations. While it travels a path $ds$, it moves a distance $\sin\theta\,ds$ across the lines. If each line presents a width $w_0$, the expected number of encounters is $\Lambda w_0\sin\theta\,ds$.

A straight line looks the same all along its length, so scattering from it conserves the momentum component along the line. We take the scattering to be elastic, so the perpendicular part $\mathbf p_\perp$ keeps its length and is turned through some angle $\phi$. If left and right turns are equally likely, $\mathbf p_\perp$ becomes $\langle\cos\phi\rangle\,\mathbf p_\perp$ on average. The mean loss per encounter is $(1-\langle\cos\phi\rangle)\,\mathbf p_\perp$. With the transport width $w=w_0(1-\langle\cos\phi\rangle)$,

$$\frac{d\langle\mathbf p\rangle}{ds}=-\Lambda w\sin\theta\;\mathbf p_\perp .$$

We assume that $w$ does not depend on $\theta$.

Now let the lines point in all directions with equal probability. The part of the loss perpendicular to $\mathbf p$ averages to zero by symmetry. The part along $\mathbf p$ contains $\mathbf p_\perp\cdot\mathbf p/p=p\sin^2\theta$. Hence the momentum decays over a mean free path $l_d$ given by

$$\frac1{l_d}=\Lambda w\,\langle\sin^3\theta\rangle .$$

For random directions, the weight of an angle $\theta$ between 0 and $\pi$ is $\tfrac12\sin\theta\,d\theta$. Using $\sin^4\theta=(3-4\cos2\theta+\cos4\theta)/8$, whose cosines integrate to zero over this range,

$$\langle\sin^3\theta\rangle=\frac12\int_0^\pi\sin^4\theta\,d\theta=\frac12\cdot\frac{3\pi}{8}=\frac{3\pi}{16}\approx0.589 .$$

Phonons are a second, independent cause of scattering. If they scatter equally in all directions, with mean free path $l_{ph}$, the two rates of momentum loss add:

$$\frac1l=\frac1{l_{ph}}+\frac{3\pi}{16}\Lambda w .$$

Because this decay rate is the same for every direction of motion, it holds after each collision as well as before it.

A simulation of random flights tests both formulas. Each encounter turns the electron about the line through a uniformly random angle, and lengths are measured in units of $1/(\Lambda w)$. With lines alone the decay rate comes out as 0.592, against the predicted 0.589. With phonons added at a rate of 0.6 it is 1.194, against 1.189. Both agree within 0.5 %.

## From free path to resistivity

An electric field $E$ gives each electron, on average, an extra momentum $eE\tau$, where $\tau$ is the time over which momentum is lost. The drift speed is $eE\tau/m$, so the current density is $ne^2\tau E/m$ and the resistivity is $\rho=m/(ne^2\tau)$. The relevant electrons move at the Fermi speed $v_F=\hbar k_F/m$, so $\tau=l/v_F$ and

$$\rho\,l=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2}.$$

The Fermi wavenumber $k_F$ follows from filling a sphere of states with two spins each: $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/(3\pi^2)$.

Copper has four atoms in a cubic cell whose side is roughly 0.36 nm; the calculation takes $a=0.3615$ nm as its input. One free electron per atom gives $n=4/a^3=8.47\times10^{28}\ \mathrm{m^{-3}}$ and $k_F=1.36\times10^{10}\ \mathrm{m^{-1}}$. The result is

$$\rho\,l=6.59\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

The thermal Boltzmann integral at 20 °C, with $l$ independent of energy, gives the same value. The reason is that the density of states times the speed is proportional to energy, so averaging over the thermal window, taken here as symmetric about the Fermi energy, changes nothing.

Since $\rho=(\rho\,l)/l$, adding the rates $1/l$ means adding resistivities, which is Matthiessen's rule:

$$\rho=\rho_0+\frac{3\pi}{16}\,w\,(\rho\,l)\,\Lambda .$$

The factor in front of $\Lambda$ is $C$. Solving for the width,

$$w=\frac{16\,C}{3\pi\,(\rho\,l)}=\frac{2\times10^{-25}}{0.589\times6.59\times10^{-16}}\ \mathrm m\approx0.52\ \mathrm{nm}.$$

The Burgers vector, the step by which a dislocation displaces the crystal, has length $a/\sqrt2=0.256$ nm in copper. The implied width is about two of these. This does not derive $C$. It shows that the given value corresponds to a width of atomic order, and to strong scattering. The lowest partial wave alone can give an electron crossing a line at right angles a transport width of at most $4/k_F\approx0.29$ nm. For free electrons, an impenetrable cylinder needs a radius of about 0.15 nm to reach 0.52 nm. Its width is not constant in $\theta$ but grows from 0.50 nm at 90° to about 1 nm at 10°, so $w$ is best read as an average weighted by $\sin^3\theta$.

The mean free paths now explain the small answer:

$$l_d=\frac{\rho\,l}{C\Lambda}=\frac{6.59\times10^{-16}}{2\times10^{-11}}\ \mathrm m\approx33\ \text{µm},\qquad l_{ph}=\frac{\rho\,l}{\rho_0}\approx39\ \mathrm{nm}.$$

The typical spacing of the dislocations, $\Lambda^{-1/2}$, is 100 nm, yet an electron travels some 33 µm before they randomize its motion. The spacing is not the free path, because the targets are so thin. Writing the spacing as $s$, we have $l_d=16s^2/(3\pi w)$. The free path exceeds the spacing by the factor $16s/(3\pi w)$, here about 330. Halving the spacing shortens $l_d$ fourfold.

## Scaling with density and temperature

At fixed temperature, ten times the density adds ten times the resistivity: 0.02 µΩ cm at $10^{15}\ \mathrm{m^{-2}}$. The density that raises the resistivity by 1 % of $\rho_0$ follows from $C\Lambda=0.01\rho_0$:

$$\Lambda=\frac{0.01\times1.7\times10^{-8}}{2\times10^{-25}}\ \mathrm{m^{-2}}=8.5\times10^{14}\ \mathrm{m^{-2}} .$$

A small rise in temperature has the same effect as the dislocations. Copper's resistivity grows by roughly 0.0039 of its 20 °C value per kelvin, so the equivalent heating is

$$\Delta T=\frac{0.002}{1.7\times0.0039}\ \mathrm K\approx0.3\ \mathrm K .$$

To detect this dislocation density by comparing a deformed sample with an annealed one near room temperature, one must therefore match their temperatures to much better than 0.3 K, or correct for the difference.

In this model $\Delta\rho$ does not depend on temperature, while the phonon part does. At 100 °C the linear temperature law gives $1.7\,(1+0.0039\times80)=2.23$ µΩ cm, and the dislocation share falls to 0.09 %.

The opposite limit is cold metal, in which phonon scattering has died out. If dislocations were then the sole remaining scatterers, the resistivity would be 0.002 µΩ cm. The ratio of room-temperature to cold resistivity would be $1.702/0.002\approx850$. Impurities, surfaces and grain boundaries add to the cold resistivity and lower this ratio. The same dislocations that are almost invisible at room temperature can thus matter in a cold, very pure, coarse-grained sample, provided it is also much thicker than the 33 µm free path, so that its surfaces do not dominate.

## When the lines are aligned

The value of $C$ was interpreted for randomly directed lines. Suppose instead that they are all parallel, with $\Lambda$ and $w$ unchanged, and that phonons still dominate. To leading order the drift is then a small shift of the whole Fermi sphere along the current. The added resistivity is proportional to the rate at which the lines remove momentum from that shift.

Let the current flow along $x$ and the lines along $z$. For a unit vector $\hat{\mathbf p}$ on the sphere, $\hat p_x=\sin\theta\cos\varphi$, where $\varphi$ is the azimuth. The shift weights each direction by $\hat p_x$, and normalization divides by $\langle\hat p_x^2\rangle=1/3$. The rate is

$$3\Lambda w\,\langle\sin\theta\,\hat p_x^2\rangle
=3\Lambda w\,\langle\sin^3\theta\rangle\langle\cos^2\varphi\rangle
=\frac32\cdot\frac{3\pi}{16}\Lambda w .$$

This is 3/2 of the random value, so lines perpendicular to the current add 0.003 µΩ cm. A numerical average over random directions and turns gives a factor of 1.496.

Lines parallel to the current add nothing in this model, because they conserve the momentum component that carries it. Two perpendicular axes and one parallel axis average to $(3/2+3/2+0)/3=1$, which recovers the random case.

## If the coefficient was measured cold

Matthiessen's rule followed from a spherical Fermi surface with the same scattering for all electrons. Real copper has a Fermi surface that is not a sphere, and dislocations need not scatter all its electrons equally. A simple model shows what this can do.

Divide the electrons into two equal groups that conduct in parallel. By a group's resistivity we mean the value the metal would have if all its electrons scattered like that group, so each group supplies half of the corresponding conductivity. Let phonons give each the same resistivity $\rho_0$, and let dislocations give them $r$ and $3r$. The ratio 1:3 is chosen for illustration. In the cold metal,

$$\frac1{\rho}=\frac12\left(\frac1r+\frac1{3r}\right)=\frac{2}{3r},\qquad \rho=\frac32\,r .$$

If $C$ was determined cold, then $\tfrac32r=0.002$ µΩ cm. In the warm metal $r\ll\rho_0$, and expanding to first order in $r/\rho_0$ gives

$$\frac1\rho=\frac12\left(\frac1{\rho_0+r}+\frac1{\rho_0+3r}\right)\approx\frac1{\rho_0}-\frac{2r}{\rho_0^2},
\qquad \rho\approx\rho_0+2r .$$

The warm increment is larger than the cold one by the factor $2r/(\tfrac32r)=4/3$. It becomes 0.0027 µΩ cm, and evaluating the parallel conductors without the expansion gives the same figure. In the cold metal the less scattered group carries more of the current, which hides part of the scattering. Phonons equalize the groups and remove that advantage. If $C$ was measured at the temperature of use, this correction is already in it.

## Beside surfaces and grain boundaries

Take a wide copper power line 1 µm thick and 10 µm wide, with grains of 1 µm. These are round numbers in the regime of upper-level chip wiring.

An electron that leaves a rough surface has lost its drift and regains it over a path of order $l$. We assume fully diffuse surfaces. At a distance $z$ from the wall it left, moving at an angle whose cosine to the wall's normal is $c$, the electron has travelled $z/c$ and still lacks a fraction $e^{-z/(cl)}$ of its drift. Directions contribute to the current in proportion to the square of their component along it. Averaged over azimuth, this weight is $\tfrac32(1-c^2)$. For a film of thickness $t$, the lost fraction of the conductivity is

$$S=\int_0^1dc\,\frac32(1-c^2)\,\frac1t\int_0^t dz\,e^{-z/(cl)} .$$

Electrons from the opposite wall give the same average. If $t\gg l$, the inner integral is approximately $cl$, and

$$S\approx\frac{3l}{2t}\int_0^1(c-c^3)\,dc=\frac{3l}{2t}\cdot\frac14=\frac{3l}{8t}.$$

With $l\approx l_{ph}$ and $t=1$ µm this is about 1.5 %. The full integral, with $\rho=\rho_0/(1-S)$, gives an added 0.025 µΩ cm. That is 12.5 times the dislocation term. The side walls, ten times farther apart, add 0.0025 µΩ cm by the simple formula, which already slightly exceeds the dislocation term.

For grain boundaries we use the Mayadas–Shatzkes model, in which boundary planes lie across the current. It multiplies the scattering rate by $1+\alpha/|c|$, where $c$ is now the cosine between the velocity and the current. For grain size $D$ and reflection coefficient $R$,

$$\alpha=\frac lD\,\frac{R}{1-R}.$$

The conductivity relative to its bulk value is, for small $\alpha$,

$$3\int_0^1\frac{c^2\,dc}{1+\alpha/c}\approx3\int_0^1(c^2-\alpha c)\,dc=1-\frac32\alpha .$$

With $R=0.3$, $\alpha=0.0388\times0.3/0.7\approx0.0166$. The full integral gives an added 0.042 µΩ cm, 21 times the dislocation term. The grain term is nearly proportional to $1/D$, so for the stated grain size and reflection coefficient, doubling the grain size would lower the resistivity by about 0.02 µΩ cm, while removing all the dislocations would lower it by only 0.002 µΩ cm.

## How far to trust the number for a real line

The 20 °C resistivity, its temperature coefficient and the lattice constant used here are rough typical values for copper. The density of $10^{14}\ \mathrm{m^{-2}}$ belongs to deformed metal; well-annealed copper has far fewer dislocations. The grain-boundary reflection and fully diffuse surfaces are model choices, and partly specular surfaces would reduce the surface term. Real dislocations are not independent, randomly directed lines: they can align or gather into tangles. Within the model, alignment alone moves the estimate anywhere from zero to 0.003 µΩ cm. The effect of tangling on $w$ is not calculated here. An error in $C$ passes straight through: doubling $C$ doubles $\Delta\rho$, to 0.004 µΩ cm, still only about 0.2 % of $\rho_0$.

Small wires raise a different question, namely whether an average density describes them at all. Lines whose direction makes an angle $\psi$ with the normal of a cross-section pierce it $\Lambda|\cos\psi|$ times per area. For random directions $\langle|\cos\psi|\rangle=\int_0^1u\,du=\tfrac12$, so the expected number in an area $A$ is $\Lambda A/2$. For the power line,

$$\tfrac12\,(10^{14}\ \mathrm{m^{-2}})(10^{-6}\ \mathrm m)(10^{-5}\ \mathrm m)=500 ,$$

and a smooth average is reasonable. A wire of 50 nm by 100 nm at the same density has an expected 0.25 crossings per section. Many sections contain no dislocation, and a short segment can differ greatly from the mean. The bulk formula $C\Lambda$ then gives at best an approximate average over a long wire or many wires.

The estimate concerns resistivity alone. A small electrical effect does not imply a small effect on strength or on the movement of atoms along the line, neither of which is determined by $C$. The numerical output below lists the main values used here.

## Calculated quantities

```
coefficient C: 2.0e-25 ohm m^3
dislocation density: 1.0e+14 m^-2
added resistivity: 2.00e-11 ohm m
added resistivity: 0.0020 microohm cm
C in centimetre units: 2.0e-19 ohm cm^3
density in centimetre units: 1.0e+10 cm^-2
copper resistivity, 20 C (rough input): 1.70 microohm cm
dislocation share of total: 0.118 %
lattice constant (input): 0.3615 nm
electron density: 8.467e+28 m^-3
Fermi wavenumber: 1.358e+10 m^-1
resistivity times mean free path: 6.591e-16 ohm m^2
same from Boltzmann integral: 6.591e-16 ohm m^2
geometry factor 3 pi/16: 0.5890
simulated factor, lines only: 0.5918
simulated rate, lines + phonons 0.6: 1.1938
expected rate, lines + phonons 0.6: 1.1890
implied scattering width: 0.515 nm
Burgers vector: 0.256 nm
width / Burgers vector: 2.02
mean free path, dislocations: 33.0 um
mean free path, phonons: 38.8 nm
mean dislocation spacing: 100 nm
temperature coefficient (rough input): 0.0039 1/K
heating with equal effect: 0.30 K
density for a 1 % increase: 8.50e+14 m^-2
ceiling on residual resistivity ratio: 851
line thickness: 1.0 um
line width: 10.0 um
grain size: 1.0 um
grain-boundary reflection: 0.30
simulated perpendicular factor: 1.496
added, lines perpendicular to current: 0.0030 microohm cm
added, lines parallel to current: 0.0000 microohm cm
added, two-group model, warm: 0.0027 microohm cm
added by top and bottom surfaces: 0.0251 microohm cm
added by side walls: 0.0025 microohm cm
grain-boundary parameter alpha: 0.0166
added by grain boundaries: 0.0421 microohm cm
surfaces / dislocations: 12.5
grain boundaries / dislocations: 21.0
copper resistivity at 100 C: 2.23 microohm cm
dislocation share at 100 C: 0.090 %
dislocations crossing the line section: 500
crossing a 50 nm x 100 nm section: 0.25
```
